# Zero Chern number for isolated M-valley moiré bands

Add electrons to a twisted bilayer semiconductor and they collect in the valleys of its conduction band. If the valleys lie at the K corners of the hexagonal Brillouin zone, one valley on its own can have moiré bands with a nonzero Chern number, and filling the two valleys unequally can produce a Hall voltage without a magnetic field. Some layered semiconductors have their band edges at the three M points, the midpoints of the zone edges. Can a single M valley do the same?

The setting is a crystal without magnetic field or magnetic order, a small twist, and negligible coupling between valleys, so that each valley has its own moiré-periodic Hamiltonian. Electrons are treated as independent, or in a mean field that respects time reversal $\Theta$.

## 1. One layer: where does time reversal send a valley?

Let $\mathbf G_1,\mathbf G_2$ be primitive reciprocal vectors of one layer, $120^\circ$ apart. The M points are $\mathbf G_1/2$, $\mathbf G_2/2$ and $(\mathbf G_1+\mathbf G_2)/2$. Time reversal changes the sign of crystal momentum. For a state near $\mathbf M=\mathbf G_1/2$,

$$\mathbf M+\mathbf p\;\to\;-\mathbf M-\mathbf p=\mathbf M-\mathbf p-\mathbf G_1\equiv\mathbf M-\mathbf p .$$

The state stays in its valley and its small momentum $\mathbf p$ is reversed. The same holds at the other two M points. The three valleys are distinct, because their separations are halves of reciprocal vectors.

The K point is the contrasting case. With $\mathbf K=(2\mathbf G_1+\mathbf G_2)/3$, the vector $2\mathbf K$ is not a reciprocal vector, so $-\mathbf K$ is a different valley.

Leave spin out for now. Then $\Theta$ is complex conjugation and the layer Hamiltonian is real. If $\psi$ is a nondegenerate Bloch function at M, $\psi^*$ has the same energy and an equivalent crystal momentum, so $\psi^*=e^{i\alpha}\psi$. Define $\chi=e^{i\alpha/2}\psi$. Then

$$\chi^*=e^{-i\alpha/2}\psi^*=e^{-i\alpha/2}e^{i\alpha}\psi=\chi .$$

The band-edge function can be chosen real. A slowly varying state $f(\mathbf r)\chi(\mathbf r)$ is therefore sent to $f^*\chi$: time reversal conjugates the envelope $f$ and leaves the valley function alone.

**A limit: one layer in a weak moiré potential.** Take an isotropic mass and $V=2v\sum_j\cos(\mathbf g_j\cdot\mathbf r+\phi)$, where the three moiré vectors $\mathbf g_j$ sum to zero. At a corner $\boldsymbol\kappa$ of the moiré zone three plane waves have equal kinetic energy. The potential couples each wave to the next around a ring with amplitude $ve^{i\phi}$, which gives the levels $2v\cos(\phi-2\pi j/3)$, with phase $2\pi j/3$ between successive waves. At $-\boldsymbol\kappa$ the amplitude is $ve^{-i\phi}$. The energies are the same, but each belongs to the opposite phase winding, $j\to-j$. Both corners lie in one valley, so whatever handedness one corner has is matched by its reverse at the other.

## 2. Two layers: does the momentum offset spoil this?

After the twist the two layers have different M points, $\mathbf M_1$ and $\mathbf M_2$. Define

$$\mathbf q=\mathbf M_1-\mathbf M_2,\qquad 2\mathbf q=\mathbf G^{(1)}-\mathbf G^{(2)}=\mathbf g_1 ,$$

where $\mathbf G^{(l)}=2\mathbf M_l$. The offset is half a moiré reciprocal vector. Measured from its own M point, layer 1 has momenta $\mathbf k+\mathbf g$ and layer 2 has $\mathbf k+\mathbf q+\mathbf g$, with $\mathbf g$ running over the moiré reciprocal lattice. Reversal gives

$$-(\mathbf k+\mathbf q+\mathbf g)=-\mathbf k+\mathbf q-(\mathbf g+\mathbf g_1),$$

because $-\mathbf q=\mathbf q-\mathbf g_1$. This is again a layer-2 momentum, now for Bloch momentum $-\mathbf k$.

The tunnelling energy is $\int f_1^*Tf_2\,d^2r$ plus its complex conjugate. Replacing $f_l$ by $f_l^*$ gives $\int f_1Tf_2^*\,d^2r$ plus conjugate, which is the same as $\int f_1^*T^*f_2\,d^2r$ plus conjugate. Invariance for all envelopes requires $T=T^*$. The layer potentials $V_l$ are real because they are Hermitian, and the kinetic energies satisfy $\varepsilon_l(-\mathbf p)=\varepsilon_l(\mathbf p)$.

The reality of $T$ can be checked from Bloch functions. Two unlike layers without inversion symmetry were given potentials of strength 0.20 and 0.13, in units of $\hbar^2|\mathbf G_1|^2/2m$, with phases 0.5 and $-0.8$ rad. The slowly varying part of $\psi_1^*\psi_2$ gives $T$ for local tunnelling. The measure

$$\eta=1-\frac{|\langle T^2\rangle|}{\langle|T|^2\rangle}$$

vanishes if $T$ is real up to a constant phase, which the choice of Bloch phases can remove. The result is $\eta=2\times10^{-16}$ at M and $\eta=1.0$ at K. The second value has a simple origin: the average of $T^2$ needs two harmonics whose momenta cancel, which would require $2\mathbf K$ to be a reciprocal vector.

In the plane-wave basis the Hamiltonian is

$$H_{ll'}(\mathbf p,\mathbf p')=\delta_{ll'}\delta_{\mathbf p\mathbf p'}\varepsilon_l(\mathbf p)+F_{ll'}(\mathbf p-\mathbf p').$$

Here $F_{ll'}$ are the Fourier coefficients of real fields, so $F_{ll'}(-\mathbf Q)=F_{ll'}(\mathbf Q)^*$ and

$$H_{ll'}(\mathbf p,\mathbf p')^*=H_{ll'}(-\mathbf p,-\mathbf p').$$

Label the waves by layer and $\mathbf g$. Reversal relabels $\mathbf g\to-\mathbf g$ in layer 1 and $\mathbf g\to-\mathbf g-\mathbf g_1$ in layer 2. Call this relabelling $U$. It is unitary and does not depend on $\mathbf k$, so

$$H(-\mathbf k)=U\,H(\mathbf k)^*\,U^\dagger. \tag{1}$$

## 3. From the symmetry to the Chern number

Consider a set of consecutive bands separated from the bands below and above by a direct gap at every $\mathbf k$. Let $P(\mathbf k)$ project on the set. By (1) the spectra at $\mathbf k$ and $-\mathbf k$ agree, including multiplicities. The same places in the energy order therefore define the set at both momenta, and

$$P(-\mathbf k)=U\,P(\mathbf k)^*\,U^\dagger. \tag{2}$$

Crossings inside the set do no harm. The outer gaps keep $P$ smooth.

The Berry curvature, summed over the set, and the Chern number are

$$\Omega=i\,\mathrm{Tr}\,P[P_x,P_y],\qquad C=\frac1{2\pi}\int_{\rm BZ}\Omega\,d^2k ,$$

with $P_x=\partial P/\partial k_x$. For one band $|u\rangle$, let $Q=1-|u\rangle\langle u|$. Since $\langle u|u_x\rangle=-\langle u_x|u\rangle$,

$$PP_x=|u\rangle\langle u_x|Q,\qquad P_yP=Q|u_y\rangle\langle u| .$$

Hence $\mathrm{Tr}\,PP_xP_y=\langle u_x|Q|u_y\rangle$. The part removed by $Q$ is a product of two imaginary numbers and hence real, so the commutator leaves $\Omega=-2\,\mathrm{Im}\langle u_x|u_y\rangle$, the usual one-band expression.

Differentiating (2) with respect to $k_x$ brings a minus sign on the left, from the argument $-\mathbf k$:

$$-P_x(-\mathbf k)=U\,P_x(\mathbf k)^*\,U^\dagger ,$$

and likewise for $y$. The two signs cancel in the product. With $Z=\mathrm{Tr}\,P[P_x,P_y]$ at $\mathbf k$,

$$\Omega(-\mathbf k)=i\,\mathrm{Tr}\,P^*[P_x^*,P_y^*]=iZ^* .$$

All three matrices are Hermitian, so $(\mathrm{Tr}\,PP_xP_y)^*=\mathrm{Tr}\,P_yP_xP=\mathrm{Tr}\,PP_yP_x$. This gives $Z^*=-Z$, and therefore

$$\boxed{\Omega(-\mathbf k)=-iZ=-\Omega(\mathbf k)} \tag{3}$$

It remains to integrate. Increasing $\mathbf k$ by a moiré reciprocal vector $\mathbf g$ only shifts the plane-wave labels: $P(\mathbf k+\mathbf g)=W_{\mathbf g}P(\mathbf k)W_{\mathbf g}^\dagger$, with $W_{\mathbf g}$ independent of $\mathbf k$. So $\Omega$ is periodic, and any primitive cell serves as integration region. The substitution $\mathbf k\to-\mathbf k$ preserves area and turns one cell into another. With (3),

$$C=\frac1{2\pi}\int_{\rm BZ}\Omega(-\mathbf k)\,d^2k=-C,\qquad\text{so}\qquad \boxed{C=0}.$$

**Two limits.** At an invariant momentum $\mathbf k=\mathbf g/2$, periodicity and (3) give $\Omega=-\Omega=0$. About such a point the curvature is odd. Second, suppose the fields are also even, $V_l(-\mathbf r)=V_l(\mathbf r)$ and $T(-\mathbf r)=T(\mathbf r)$. A unitary operation then connects $H(\mathbf k)$ to $H(-\mathbf k)$, without the conjugation that changed the sign of $Z$, so $\Omega$ is even as well as odd. It vanishes at every $\mathbf k$. Time reversal alone leaves local curvature free and cancels its integral.

The oddness also limits transport. For a nondegenerate band, equilibrium occupation depends on energy and is even in $\mathbf k$. The intrinsic linear Hall response, proportional to the integral of occupation times $\Omega$, is then zero at partial filling too.

## 4. Numbers for one valley

The example has a lattice constant of 0.38 nm, a twist of $4^\circ$, and masses of $0.7\,m_0$ along $\Gamma$–M and $0.2\,m_0$ across it. The moiré length and cell area are

$$L=\frac{0.38\ \text{nm}}{2\sin2^\circ}=5.44\ \text{nm},\qquad A=\frac{\sqrt3}{2}L^2=25.7\ \text{nm}^2 .$$

With $x=\mathbf g_1\cdot\mathbf r$ and $y=\mathbf g_2\cdot\mathbf r$, the fields are

$$V_l=2v_0[\cos(x+\phi_l)+\cos(y+\phi_l)+\cos(-x-y+\phi_l)]\pm\tfrac12u,$$

$$T=2w_1\cos\tfrac x2+2w_2\cos\left(\tfrac x2+y\right).$$

The upper sign belongs to layer 1. The inputs are $v_0=8$, $u=10$, $w_1=15$ and $w_2=12$ meV, with $\phi_1=0.9$ and $\phi_2=-0.4$ rad. Because these phases are not multiples of $\pi$, $V_l(-\mathbf r)\ne V_l(\mathbf r)$ and the second limit above does not apply.

On a $20\times20$ momentum grid the lowest band is 28 meV wide. Its smallest sampled direct gap is 9.0 meV, and on this grid 3.7 meV separates its top from the bottom of the next band. Locating the extrema between grid points lowers these two values to 8.9 and 3.5 meV. The Chern number was found from the phases of state overlaps around each grid cell. The grid was displaced so that it does not map to itself under $\mathbf k\to-\mathbf k$; its layout therefore cannot enforce the cancellation. The result is $C=0$ for the lowest band and also for the lowest two bands together, whose sampled gap to the third is 7.9 meV (7.8 meV between grid points). This zero is not a test of time reversal alone. The example also has a reflection that reverses the $\Gamma$–M axis: it keeps $\mathbf g_1$ and sends $\mathbf g_2\to-\mathbf g_1-\mathbf g_2$, so $x\to x$ and $y\to-x-y$, which leaves $V_l$, $T$ and the mass tensor unchanged. It gives $\Omega(-k_x,k_y)=-\Omega(k_x,k_y)$ and would force $C=0$ by itself. It does not relate $\mathbf k$ to $-\mathbf k$, so the comparison of these two momenta below is the direct test of (3).

This zero is not due to absent curvature. The magnitudes of the cell fluxes, divided by $2\pi$, add up to 0.47. The output lists this sum as an estimate of the integral of $|\Omega|/2\pi$; opposite signs inside one cell cancel in it, so it tends to be low. Integrating $|\Omega|/2\pi$ directly on a finer grid gives 0.49. At $\mathbf k_0=(-0.616,0.964)$ nm$^{-1}$, with the first axis along $\Gamma$–M, differences of $P$ give $\Omega=29.3$ nm$^2$. At $-\mathbf k_0$ an independent sum over excited states gives $-29.3$ nm$^2$. The magnitudes differ by $6\times10^{-5}$ of their value. For scale, a band with $C=1$ and uniform curvature would have $A/2\pi=4.1$ nm$^2$.

The position of $\mathbf k_0$ is informative. The invariant momentum $\mathbf g_1+\mathbf g_2/2=(-0.577,0.999)$ nm$^{-1}$ is only 0.05 nm$^{-1}$ away. The curvature is zero there and has the opposite sign on the far side, so the strong curvature near $\mathbf k_0$ belongs to a closely spaced pair of peaks with opposite signs. The peaks reach $|\Omega|=30.6$ nm$^2$ at 0.07 nm$^{-1}$ from that point. The reflection produces a second pair of equal strength about the invariant momentum $(\mathbf g_1+\mathbf g_2)/2$.

**Beside the real materials.** The lattice constant and masses are round values of the order expected for 1T tin dichalcogenides; the moiré couplings and phases are also round inputs, not a fit to a compound. The related zirconium compounds may have a much heavier mass along $\Gamma$–M, and the energies given here should not be carried over to them. With masses of 2.0 and $0.3\,m_0$ and the same fields, for example, the lowest band is only about 12.5 meV wide and the direct gap is 7.6 meV. A real stacking may have rotation symmetries that restrict the phases and change the curvature. Filling the lowest band in three valleys and two spins takes $6/A=2.3\times10^{13}$ cm$^{-2}$. At 10 K the thermal energy is 0.86 meV, about a quarter of the separation between the two lowest bands.

Several neglected effects can be sized. Rotating each layer's mass tensor with its lattice shifts the lowest band by up to 1.8 meV on a coarser grid, a fifth of the direct gap. With the extrema located between grid points, the direct gap is then 8.8 meV, but the separation between the two lowest bands falls to 1.6 meV, only about twice the thermal energy at 10 K. The rotated tensors remove the reflection, but the kinetic energy is still even in $\mathbf p$, so by section 3 $C=0$ survives as long as the gap does. A cosine-band estimate of nonparabolicity is 0.5% of the 85 meV kinetic energy at $q$ along the light direction. The valleys are 7.2 moiré reciprocal lengths apart, and at $\mathbf k_0$ the envelope weight beyond half that distance is $3\times10^{-13}$. This supports the neglect of valley mixing by the smooth moiré fields; it says nothing about atomic-scale defects. The Coulomb energy $e^2/(4\pi\epsilon_0\epsilon_rL)$ is not small: for a relative permittivity $\epsilon_r=10$ it is 26 meV, close to the bandwidth and larger than the gap. The independent-electron bands are therefore only a starting point for a partly filled device, where interactions may also produce magnetic order. In real devices the strain and the twist angle also vary from place to place. These variations preserve time reversal but break the moiré periodicity on which this definition of $C$ rests; their size is not estimated here.

## 5. Adding spin-orbit coupling

With spin, $\Theta^2=-1$ and the band edge at M is a Kramers pair, $\chi$ and $\Theta\chi$, assumed to have no further degeneracy. Apply $\Theta$ to $f_\uparrow\chi+f_\downarrow\Theta\chi$:

$$f_\uparrow^*\,\Theta\chi+f_\downarrow^*\,\Theta^2\chi=-f_\downarrow^*\,\chi+f_\uparrow^*\,\Theta\chi .$$

So $f\to-is_yf^*$, where $s_y$ is a Pauli matrix. Inserting this in the tunnelling energy, as in section 2, gives the condition

$$T=s_yT^*s_y .$$

It allows $T=T_0+i\,\mathbf t\cdot\mathbf s$ with real $T_0$ and $\mathbf t$, because $s_ys_j^*s_y=-s_j$. Equation (1) keeps its form, with $-is_y$ included in $U$. Nothing in section 3 used the sign of $\Theta^2$, so (3) and $C=0$ hold for a set isolated in the full, spinful valley Hamiltonian.

The word "full" matters. If $s_z$ is conserved, $\Theta$ exchanges the two spin sectors. Then $\Omega_\downarrow(-\mathbf k)=-\Omega_\uparrow(\mathbf k)$ and $C_\downarrow=-C_\uparrow$, which need not be zero. Without spin-orbit coupling each spin copy obeys the spinless result separately.

A model designed to realize the nonzero case uses an isotropic mass and the energy unit $\hbar^2g^2/2m$, with $g=|\mathbf g_1|$. In the spin-up sector the two layers are coupled through $\mathbf D\cdot\boldsymbol\tau$, where $\boldsymbol\tau$ acts on the layer index and

$$\mathbf D=\Delta\left(\cos\tfrac x2,\;\sin\tfrac x2\cos y,\;\sin y\right),\qquad\Delta=2.5 .$$

The spin-down sector has $D_y\to-D_y$, as time reversal demands. A scalar potential $|\mathbf D|+0.3\cos^2(x/2)\sin^2y$ is added, so that the lower local level, which is this potential minus $|\mathbf D|$, varies by only 0.3 across the cell. Writing $X=x/2$,

$$\mathbf D\cdot(\partial_X\mathbf D\times\partial_y\mathbf D)=\Delta^3(1-\cos^2X\sin^2y)\ge0 ,$$

so the direction of $\mathbf D$ turns with one handedness. It points along $+z$ at one place per moiré cell, $x=\pi$, $y=\pi/2$. Over two cells, after which $\mathbf D$ repeats, it covers the sphere twice; one cell carries half of that, a solid angle of $4\pi$. A layer spinor that follows $\mathbf D$ collects half the solid angle as Berry phase, $2\pi$ in magnitude, like a charge with one flux quantum per cell. This suggests a lowest band with $|C|=1$.

The computed values are $C_\uparrow=-1$ and $C_\downarrow=+1$. Direct integration of the spin-up curvature gives $-0.9997$ on a $12\times12$ grid. The overlap method therefore does report a nonzero Chern number when there is one.

Now mix the spins with a Rashba term $0.1\,(p_ys_x-p_xs_y)$, where $\mathbf p$ is in units of $g$. It respects time reversal because momentum and spin both change sign. The two lowest bands together have $C=0$, with a sampled gap of 0.17 to the next band. They split by up to 0.009 on the grid and are degenerate to $10^{-14}$ at the four invariant momenta. That degeneracy requires a plane-wave set containing every wave's time-reversal partner. A set centred on zero momentum lacks some partners at the other three invariant momenta and splits the pairs by $3\times10^{-5}$, which falls to $1\times10^{-9}$ when the set is enlarged.

Zero total Chern number is thus weaker than triviality. While $s_z$ is conserved, the integers $C_\uparrow=-1$ and $C_\downarrow=+1$ cannot change unless a gap closes.

## 6. What it would take to get a nonzero value

At K, time reversal relates two valleys and gives $C_{-K}=-C_K$. Filling one of them more than the other breaks time reversal, and a net Chern number can remain. At M, filling one valley preferentially breaks the threefold rotation that connects the valleys but leaves time reversal intact. Valley polarization by itself therefore gives no Chern number and no intrinsic linear Hall response. A Hall voltage of second order in the driving field is not excluded by this argument. Nor is a linear transverse voltage from the symmetric part of the conductivity: a single M valley is anisotropic, and a current off its principal axes produces a transverse field. For masses of 0.7 and $0.2\,m_0$, a constant relaxation time and a current at $45^\circ$, the ratio of transverse to longitudinal field is $(0.7-0.2)/(0.7+0.2)\approx0.56$. Such a signal is not a Hall effect; unlike one, it keeps its sign when current and voltage contacts are exchanged.

A magnetic field or magnetic order, including order produced by interactions, breaks $\Theta$ and can remove equation (1) and with it the proof. Not every order does so: without spin-orbit coupling, collinear spin order without orbital currents leaves each spin copy with a real Hamiltonian, and $C=0$ still holds for it. With spin-orbit coupling the result can be nonzero. Filling one spin sector of the model in section 5 is an example: the occupied band then has $C=\pm1$. Coupling between the valleys does not open such a route. If it respects time reversal, single-valley bands lose their meaning, but the argument of section 3 applies to the combined Hamiltonian, and any set isolated there has zero total Chern number. The numerical output follows.

## Table of computed values

```
MICROSCOPIC TUNNELLING FIELD (0 = real up to a constant phase)
non-reality at M: 2.2e-16; at K: 1.0000
MATERIAL-REGIME EXAMPLE, ONE M VALLEY
lattice constant: 0.38 nm; twist: 4.0 deg
masses along Gamma-M, across: 0.7, 0.2 m0
layer harmonic v0: 8.0 meV; layer bias: 10.0 meV
tunnelling harmonics w1, w2: 15.0, 12.0 meV
layer phases: 0.9, -0.4 rad
moire length: 5.444 nm; cell area: 25.67 nm^2
moire reciprocal length g: 1.3326 1/nm; q: 0.6663 1/nm
lowest-band width: 28.24 meV
smallest direct gap above lowest band: 9.00 meV
global gap (negative = overlap): 3.67 meV
lowest 1 band(s): direct gap 9.00 meV, Chern 0
lowest 2 band(s): direct gap 7.94 meV, Chern 0
integral of |curvature|/(2 pi), lowest band: 0.4686
test momentum k0: (-0.6157, 0.9638) 1/nm
curvature at k0, projector: 29.34455 nm^2
curvature at -k0, state sum: -29.34627 nm^2
largest |E(k)-E(-k)|: 3.3e-12 meV
density filling band, 3 valleys x 2 spins: 2.338e+13 cm^-2
NEGLECTED EFFECTS AND NUMERICS
valley separation / g: 7.16
envelope weight beyond half valley separation: 2.8e-13
largest shift from rotated mass tensors: 1.846 meV
kinetic energy at q, light mass: 84.58 meV
cosine-band quartic correction at q: 0.53 percent
thermal energy at 10 K: 0.862 meV
basis error at k0: 2.1e-05 meV
SPIN-ORBIT MODEL (energy unit hbar^2 g^2/2m)
texture: 2.5; flattening: 0.3; Rashba: 0.1
spin-up Chern: -1; spin-down Chern: 1
spin-up curvature integral: -0.9997; direct gap: 0.2123
two-band total with Rashba: 0; direct gap: 0.1662
largest pair splitting on grid: 0.0094
largest splitting at invariant momenta: 1.3e-14
false splitting, unclosed set: 3.1e-05; enlarged set: 1.4e-09
```
